\section*{Bracketed solution of the top-of-barrier model for a ballistic transistor}

\section{What has to be decided}

Before computing the current of a ballistic transistor over a range of gate voltages, one must decide whether the solver may stop at the first barrier energy it finds. If the charge equation had a second solution, the current might depend on the starting guess. If there is one solution, the remaining questions are how to reach it and how to know the error on stopping. The simplest iteration fails in the on state, and the reason for its failure shows what to use instead.

\section{The balance at the top of the barrier}

The channel is represented by one point, the top of the potential barrier between source and drain. The model assumes steady state, no scattering, no tunnelling, contacts that reflect nothing, constant capacitances, and one parabolic two-dimensional subband whose shape does not change with charge. The algebra uses atomic units, $e=\hbar=m_e=1$, with $kT$ an energy. Energies are measured from the source Fermi level. A positive drain voltage lowers electron energies, so the drain Fermi level is $-V_D$.

Let $\psi$ be the electrostatic potential at the barrier top, $N$ the electron density per area, and $C_G,C_D,C_S$ the capacitances per area to gate, drain and source. The source is at zero voltage. The electronic charge is $-N$, so
\begin{equation}
-N=C_G(\psi-V_G)+C_D(\psi-V_D)+C_S\psi .
\end{equation}
With $C=C_G+C_D+C_S$, $a_G=C_G/C$ and $a_D=C_D/C$, this gives $\psi=a_GV_G+a_DV_D-N/C$. The subband edge is $U=\phi_0-\psi$, where $\phi_0$ is its value in the empty channel at zero bias. Hence
\begin{equation}
U=U_L+\frac{N(U)}{C},\qquad U_L=\phi_0-a_GV_G-a_DV_D .
\label{balance}
\end{equation}
The gate pulls the edge down through $U_L$; the charge pushes it back up.

States moving towards the drain are filled by the source, and those moving towards the source by the drain. For Fermi level $\mu$, valley degeneracy $g_v$ and mass $m$, half of the $k$ plane holds
\begin{align}
N_\mu&=\frac{2g_v}{(2\pi)^2}\,\pi\int_0^\infty k\,f\,dk
=\frac{g_vm}{2\pi}\int_0^\infty\frac{d\varepsilon}{1+e^{(\varepsilon+U-\mu)/kT}}\nonumber\\
&=\frac{D}{2}\,kT\ln\!\left(1+e^{(\mu-U)/kT}\right),\qquad D=\frac{g_vm}{\pi}.
\end{align}
The factor 2 is spin, the factor $\pi$ is the half circle of directions, and $k\,dk=m\,d\varepsilon$. The total is $N=N_S+N_D$, with $\mu=0$ and $\mu=-V_D$.

\section{Why direct substitution fails}

Equation~\eqref{balance} invites the iteration $U\leftarrow U_L+N(U)/C$. Differentiating the charge gives the quantum capacitance
\begin{equation}
C_Q=-\frac{dN}{dU}=\frac D2(f_S+f_D),\qquad
f_{S}=\frac1{1+e^{U/kT}},\quad f_D=\frac1{1+e^{(U+V_D)/kT}} .
\end{equation}
A small error $\delta$ becomes $-(C_Q/C)\delta$ after one substitution. It changes sign each time, and it grows if $C_Q/C>1$ at the root.

The example is a double-gate silicon transistor with a 3 nm body, 1 nm of equivalent oxide on each side and a 20 nm channel, at 300 K. With $m=0.19$, $g_v=2$ and $a_G=0.92$, the gate capacitance of $6.906\ \mu$F/cm$^2$ gives $C=6.906/0.92=7.507\ \mu$F/cm$^2$, while $D=25.43\ \mu$F/cm$^2$. The other inputs are $a_D=0.03$ and $\phi_0=0.24$ eV. At $V_G=V_D=0.6$ V,
\begin{equation}
U_L=0.24-0.92(0.6)-0.03(0.6)=-0.330\ \text{eV},
\end{equation}
and $C_Q/C=1.68$ at the root. Started $10^{-6}$ eV from the root, substitution does not return to it: the larger of the last two errors in 500 steps is 0.351 eV. It has settled into a swing between a nearly empty and an overfilled channel: from $U=-0.330$ eV the charge sends the edge to $0.229$ eV, where hardly any charge remains, and the next step returns it to $-0.330$ eV.

In the off state, $V_G=0$ and $V_D=0.6$ V, the channel is almost empty, $C_Q/C$ is far below one, and the same iteration converges. Success there therefore says nothing about the on state. Mixing a fraction $\beta$ of the new value into the old one changes the error factor to $1-\beta(1+C_Q/C)$, which is locally stable for $0<\beta<2/(1+C_Q/C)$. Since $C_Q<D$, any fixed $\beta<2/(1+D/C)=0.456$ converges at every bias and from any start, but only linearly: for $\beta=2/(2+D/C)=0.37$ the guaranteed error factor is $0.63$ per step. The best $\beta$ depends on bias, and the step, which is $\beta$ times the mismatch $U_L+N(U)/C-U$, can be smaller than the error.

\section{One root, and a bracket for it}

Write the balance as a root problem,
\begin{equation}
g(U)=U-U_L-\frac{N(U)}C=0,\qquad g'(U)=1+\frac{C_Q}{C}.
\end{equation}
The ratio that destabilizes substitution now makes $g$ steeper. For $C>0$, $g'\ge1$, so $g$ is strictly increasing and has at most one root.

Existence follows from two end points. Since $N>0$, the root must lie above $a=U_L$, where $g(a)=-N(a)/C<0$. Take $b=U_L+N(U_L)/C$ as the upper end. Then
\begin{equation}
g(b)=\frac{N(a)-N(b)}C>0,
\end{equation}
because $b>a$ and $N$ decreases with $U$. Continuity puts a root $U^*$ between them. The bracket comes from the physics: its lower end ignores the channel charge, and its upper end uses the charge of the unshielded well, which is too large.

The slope also supplies a stopping test. By the mean value theorem $g(U)=g'(\xi)(U-U^*)$ for some $\xi$ between $U$ and $U^*$, so
\begin{equation}
|U-U^*|\le|g(U)| .
\end{equation}
The residual, in energy units, bounds the energy error.

These statements were tested with the charge integrated directly over the $k$ plane instead of from the logarithm. At $V_G=V_D=0.6$ V, a scan of 400 energies from $-1$ to $1$ eV found one sign change and a least slope of 1.000000. Roots for the nine pairs with $V_G=0,0.3,0.6$ V and $V_D=0,0.05,0.6$ V agreed with the scheme below to within $4.5\times10^{-14}$ eV.

\subsection*{When uniqueness can be lost}

The proof needs $1+C_Q/C>0$. Suppose the total capacitance is negative, $C=-D/2$, with $V_D=0$ and $U_L=0.2$ eV. Then $g=U-0.2\ \text{eV}+2N/D$. For an almost empty channel $N\approx0$, which gives a root near $0.2$ eV. For a strongly filled one $N\approx-DU$, so $g\approx-U-0.2$ eV, which gives another near $-0.2$ eV. The computed count is two. With $C=-2D$ it is one, as expected, since $C_Q<D$ keeps the slope above $1/2$.

A band that shifts with its own charge raises the same issue. If a shift $s(N)$ is added to the right side of \eqref{balance}, the slope becomes $1+C_Q(1/C+s'(N))$, and a sufficiently negative $s'$ removes the guarantee.

\section{Closing the bracket from both sides}

Bisection would now work, but it ignores the shape of $g$. Differentiating once more,
\begin{equation}
g''=-\frac{N''}{C}=-\frac{D}{2kT\,C}\left[f_S(1-f_S)+f_D(1-f_D)\right]\le0 .
\end{equation}
The curve rises and bends downwards. Its tangent lies above it and its chord lies below it, so they cross zero on opposite sides of the root. One round is:
\begin{enumerate}
\item Evaluate $g(a)$, $g(b)$ and $g'(a)$.
\item Set $a_{\rm new}=a-g(a)/g'(a)$, the Newton step from below.
\item Set $b_{\rm new}=a-g(a)(b-a)/[g(b)-g(a)]$, the zero of the chord through the old ends.
\item Stop when $b_{\rm new}-a_{\rm new}$ is below the required width.
\end{enumerate}

Let $p=U^*-a$ and $q=b-U^*$, both non-negative. Taylor's formula about $a$ gives $0=g(a)+g'(a)p+\tfrac12g''(\xi)p^2$. Dividing by $g'(a)$ and inserting the Newton step,
\begin{equation}
U^*-a_{\rm new}=-\frac{g''(\xi)}{2g'(a)}\,p^2\ge0 .
\end{equation}
For the chord $\ell(U)$, the interpolation error is $g(U)-\ell(U)=\tfrac12g''(\zeta)(U-a)(U-b)$. At $U^*$, where $g=0$ and $(U^*-a)(U^*-b)=-pq$, this becomes $\ell(U^*)=\tfrac12g''(\zeta)pq$. Dividing by the chord slope $\sigma\ge1$,
\begin{equation}
b_{\rm new}-U^*=-\frac{g''(\zeta)}{2\sigma}\,pq\ge0 .
\end{equation}
Each product $f(1-f)$ is at most $1/4$, so $|g''|\le D/(4kTC)$. Adding the two errors and using $p+q=w$, the old width,
\begin{equation}
w_{\rm new}\le K\,p\,w\le K w^2,\qquad K=\frac{D}{8kT\,C}.
\label{rate}
\end{equation}

This bound alone does not prove convergence from a wide bracket, where $Kw$ may exceed one. The lower ends settle that. They rise and cannot pass $U^*$, so they converge and their steps $-g(a)/g'(a)$ tend to zero. Since $g'\le1+D/C$ is bounded, $g(a)\to0$ and $p\to0$. Equation~\eqref{rate} then forces the width to zero.

For the on state the first round can be followed by hand. At $a=-0.330$ eV the source-filled states are deeply occupied and the drain-filled ones nearly empty, so $C_Q/C\approx D/(2C)=1.694$ and $N/C\approx1.694\times0.330=0.559$ eV. The Newton step is $0.559/2.694=0.2075$ eV and lands at $-0.1225$ eV. At the upper end $g\approx+0.559$ eV, equal and opposite to $g(a)$, so the chord crosses near the midpoint, $-0.0505$ eV. The widths are
\begin{equation}
0.559,\quad 7.20\times10^{-2},\quad 3.37\times10^{-6},\quad 8\times10^{-16}\ \text{eV}.
\end{equation}
Three rounds pass the target of $10^{-13}$ eV, for which bisection needs 43 halvings. A round costs more than a halving, since it evaluates both ends and a slope.

Here $K=16.4$ per eV. The bound $Kw^2$ is about 5 eV for the first round and says nothing. For the second it is 0.085 eV, far above the width reached. There are two main reasons: $p$ is already only $1.5\times10^{-4}$ eV, and the occupied band has $f_S$ near one around the root, so the curvature is well below its maximum.

\subsection*{Other densities of states}

For $C>0$, uniqueness is guaranteed if $N$ never increases with $U$, which holds for any rigid band with a non-negative density of states. The two-sided step needs $N$ to be convex as well. A density of states that never falls with energy is a sum of upward steps; each step contributes a convex logarithm, so the scheme carries over to several subbands.

In a wire the density of states falls as $\varepsilon^{-1/2}$. With $\eta=(\mu-U)/kT$, the charge at large $\eta$ grows as $\int_0^{\eta}x^{-1/2}dx=2\sqrt\eta$, which bends the other way. Its computed second difference is positive at $\eta=-3$ and negative at $\eta=6$. The root is still unique, but each trial energy must then be assigned to an end by the sign of $g$, and a bisection added to every round guarantees progress.

\section{What the root says about the transistor}

The on-state edge is $U=-0.1224$ eV, or $-0.004496$ hartree. Differentiating \eqref{balance} with respect to each voltage, and noting that $\partial N/\partial V_D=-C_{QD}$ at fixed $U$ with $C_{QD}=Df_D/2$, gives
\begin{equation}
\frac{dU}{dV_G}=-\frac{a_G}{1+C_Q/C},\qquad
\frac{dU}{dV_D}=-\frac{a_D+C_{QD}/C}{1+C_Q/C}.
\end{equation}
In the on state the gate moves the edge by $-0.92/2.679=-0.343$ eV/V, 37\% of its effect on an empty channel.

The second formula contains a drain effect that is not electrostatic coupling. At $V_G=0.6$ V and $V_D=0.05$ V, the source fills $7.08$ and the drain $3.47$, in units of $10^{12}$ cm$^{-2}$, and $dU/dV_D=-0.351$ eV/V. Raising $V_D$ empties the drain-filled half, and the edge sinks so that the source can replace most of the loss. At $V_D=0.6$ V the source fills $9.73$ and the drain practically nothing; $dU/dV_D$ is then $-0.03/2.679=-0.011$ eV/V, from the capacitance alone.

For the current, $v_x\,dk_x=d\varepsilon_x$ and $\int dk_y=\sqrt{2m_y}\int\varepsilon_y^{-1/2}d\varepsilon_y$, where $m_y$ is the mass across the current. At fixed total energy $\varepsilon$ the integral over $\varepsilon_y$ is $2\sqrt\varepsilon$. One reservoir therefore sends
\begin{equation}
J_\mu=\frac{2g_v}{(2\pi)^2}\sqrt{2m_y}\int_0^\infty2\sqrt\varepsilon f\,d\varepsilon
=\frac{g_v\sqrt{2m_y}}{\pi^2}(kT)^{3/2}\!\int_0^\infty\!\frac{\sqrt x\,dx}{1+e^{x-\eta}},
\end{equation}
and the net current per width is $J_S-J_D$. It is $3.3$ mA/$\mu$m in the on state and $0.076\ \mu$A/$\mu$m in the off state.

Two limits explain the carrier speed. For a dilute source-filled gas the integral is $\tfrac12\sqrt\pi\,e^\eta$, and $J/N=\sqrt{2kT/(\pi m)}=1.23\times10^7$ cm/s. For a degenerate one it is $\tfrac23\eta^{3/2}$, and $J/N$ exceeds the dilute value by the factor $\tfrac{4}{3\pi}\sqrt{\pi\eta}$. With $\eta=0.1224/0.02585=4.73$ this is 1.64; the full integral gives $2.13/1.23=1.73$.

In the dilute limit $J\propto e^{-U/kT}$ and $dU/dV_G\to-a_G$, so a tenfold change of current needs $\ln10\,kT/a_G=64.7$ mV. The computed swing around $V_G=0$ is also 64.7 mV per decade.

\section{How far a real device departs from this}

The dimensions, supply and masses are rough typical values for thin-body double-gate silicon, but a current of $3.3$ mA/$\mu$m is a ballistic ceiling; it is counted per width of a body that two gates control. Measured currents of fin transistors are usually quoted per gated width, on which basis the ceiling is $1.66$ mA/$\mu$m, against roughly 1 mA/$\mu$m for real silicon transistors. All currents and resistances below are per body width. The assumptions that fail most are ideal contacts and absence of scattering. With an assumed 75 $\Omega\,\mu$m at each contact, the terminal voltages held fixed and the balance re-solved, the current falls to $1.7$ mA/$\mu$m ($0.87$ per gated width). For scattering, let a fraction $r=\ell/(\lambda+\ell)$ return to the source, where $\ell$ is the distance over which the barrier drops by $kT$. For a dilute gas at fixed charge the current scales as $(1-r)/(1+r)=\lambda/(\lambda+2\ell)$. An assumed mobility of 200 cm$^2$/Vs gives a free path $\lambda=8.4$ nm from the dilute relation $\lambda=2\times$diffusivity$/$thermal velocity, and a parabolic drop gives $\ell=20\sqrt{0.02585/0.6}=4.2$ nm. The ratio is about 0.5, a rough figure because the gas is degenerate: at the on-state density the same mobility implies a free path of 13 to 17 nm, for which the same formula gives 0.6 to 0.67. The two losses interact and should not simply be multiplied.

Other corrections, each taken alone, are smaller in the on state. Electrons spread through the body see a further potential drop, equivalent to about $24\ \mu$F/cm$^2$ in series with $C$; this lowers the current to $2.6$ mA/$\mu$m. Higher subbands of an infinite well, $0.136$ and $0.174$ eV up, lower it to $3.2$ mA/$\mu$m although the charge rises, because they lift the lowest edge to $-0.111$ eV. This figure is sensitive to the walls: with an assumed oxide barrier of 3.1 eV and oxide mass 0.5 the offsets become $0.122$ and $0.096$ eV, the edge rises to $-0.084$ eV and the current falls to $2.8$ mA/$\mu$m. An assumed nonparabolicity of 0.5 per eV raises the density of states at the Fermi level by 12\% if energy is counted from the subband edge, and by 17\% if the confinement energy of $0.044$ eV is included; the current is then about $3.2$ mA/$\mu$m. The on-state oxide field at the barrier top is roughly 2 MV/cm, below the rough 10 MV/cm at which silicon dioxide breaks down. The field near the drain can be much larger in the off state and lies outside this one-point model. Gate leakage is not included.

The off state has different weak points. Tunnelling through a symmetric parabolic barrier, falling to the source Fermi level at both ends of the 20 nm channel, raises the off current by a factor of about 1.1. The factor depends on the barrier's shape: a steeper drain side, caused by the drain voltage, favours tunnelling, while a flat top, caused by strong gate control, hinders it. With parabolic flanks and the drain end lowered to $-0.6$ eV the factor is 1.2 to 1.3, depending on where the top sits. Heating to 360 K with $\phi_0$ held fixed raises the off current from $0.076$ to $0.42\ \mu$A/$\mu$m. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
body 3.0 nm, oxide 1.0 nm, channel 20.0 nm
T 300.0 K, kT 0.02585 eV, supply 0.6 V
masses m_t 0.19, m_l 0.92 (electron masses), valleys 2
permittivity ratios: oxide 3.9, Si 11.7
a_G 0.92, a_D 0.03, phi0 0.24 eV
C_gate 6.906, C 7.507 uF/cm2
full quantum capacitance D 25.433 uF/cm2
on state U_L -0.3300 eV
step 0: lo -0.330000000 hi 0.229011461 width 5.59e-01 eV
step 1: lo -0.122498708 hi -0.050492713 width 7.20e-02 eV
step 2: lo -0.122353355 hi -0.122349988 width 3.37e-06 eV
step 3: lo -0.122353353 hi -0.122353353 width 8.02e-16 eV
width target 1e-13 eV; bisection steps 43
shrink constant K 16.38 per eV
on-state edge -0.122353 eV = -0.00449640 hartree
largest gap to k-plane root, 9 biases 4.5e-14 eV
scan -1 to 1 eV: roots 1, least slope 1.000000
negative C: roots 2 (|C|=D/2), 1 (|C|=2D)
substitution error: on 0.351 eV, off 0.0e+00 eV
V_D = 0.6 V: V_G (V), U (eV), N (1e12/cm2), I (uA/um)
  0.0  0.2220  0.0003824  0.07563
  0.1  0.1303  0.01325  2.622
  0.2  0.0451  0.3309  66.99
  0.3  -0.0122  1.961  443.7
  0.4  -0.0522  4.396  1156
  0.5  -0.0878  7.037  2130
  0.6  -0.1224  9.729  3325
V_G 0.6 V, V_D 0.05 V: U -0.0884 eV, I 1285.9 uA/um
  source-filled 7.0815, drain-filled 3.47 1e12/cm2
  C_Q/C 3.0214, dU/dV_G -0.2288, dU/dV_D -0.3509 eV/V
V_G 0.6 V, V_D 0.6 V: U -0.1224 eV, I 3324.5 uA/um
  source-filled 9.7290, drain-filled 1.94e-08 1e12/cm2
  C_Q/C 1.6792, dU/dV_G -0.3434, dU/dV_D -0.0112 eV/V
swing 64.73, limit 64.70 mV/decade
thermal velocity 1.234e+07 cm/s
on-state I/(eN) 2.133e+07 cm/s
subband offsets 0.136, 0.174 eV
more subbands: U -0.1111 eV, N 10.255e12/cm2, I 3158 uA/um
body drop: factor 0.1467, C_body 23.55 uF/cm2
  U -0.1017 eV, N 8.111e12/cm2, I 2584 uA/um
contacts 75.0 ohm um each: I 1730 uA/um
mobility 200.0 cm2/Vs: free path 8.38 nm
  kT length 4.15 nm, current ratio 0.502
tunnelling: omega 0.0422 eV, x 0.816, off-current factor 1.120
nonparabolicity 0.5 per eV: DOS change at Fermi level 12.2 %
oxide field 2.26 MV/cm
off current 0.0756 at 300.0 K, 0.4154 uA/um at 360.0 K
\end{verbatim}
